# Why Pressure Cancels from the Precursor Peclet Number at Fixed Molar Flow: verification in Python

```python
# Result under test: at fixed molar carrier flow F, temperature T and geometry,
# Pe = u L / D of a dilute precursor is independent of pressure p in a continuum.
# u: mean velocity, L: tube length, D: precursor-carrier diffusivity.
# Hard spheres: Pe = (8/3) F N_A L s^2 sqrt(2 pi mu/kT) / A, where s is the
# centre distance at contact, mu the reduced mass and A the tube area.
# K denotes the long-time axial dispersion coefficient including laminar shear.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.special import jn_zeros

torr = const.torr
temperature = 473.0
flow_sccm = 200.0
radius = 0.02
length = 0.30
carrier_molar_mass = 0.028
precursor_molar_mass = 0.100
carrier_diameter = 0.37e-9
precursor_diameter = 0.63e-9
precursor_fraction = 0.01
heat_capacity_ratio = 7 / 5  # rigid diatomic carrier

kT = const.k * temperature
area = np.pi * radius**2
m_carrier = carrier_molar_mass / const.N_A
m_precursor = precursor_molar_mass / const.N_A
total_mass = m_carrier + m_precursor
mu = m_carrier * m_precursor / total_mass
contact = (carrier_diameter + precursor_diameter) / 2
molar_flow = flow_sccm * 1e-6 / 60 * const.atm / (const.R * 273.15)
mean_speed = np.sqrt(8 * kT / (np.pi * m_precursor))
D_wall = 2 * radius * mean_speed / 3
viscosity = (5 / 16) * np.sqrt(np.pi * m_carrier * kT) / (
    np.pi * carrier_diameter**2)


def velocity(p):
    return molar_flow * const.R * temperature / (p * area)


def diffusivity(p):
    density = p / kT
    return 3 / (8 * density * contact**2) * np.sqrt(kT / (2 * np.pi * mu))


def carrier_knudsen(p):
    path = kT / (np.sqrt(2) * np.pi * carrier_diameter**2 * p)
    return path / (2 * radius)


def simulate_diffusivity(p, count, rng):
    """Axial tracer diffusivity from binary collisions and diffuse walls."""
    max_relative = 4.5 * np.sqrt(kT / mu)
    candidate_rate = p / kT * np.pi * contact**2 * max_relative
    # This estimate sets only the observation time, not the measured result.
    rough_D = 1 / (1 / diffusivity(p) + 1 / D_wall)
    duration = 25 * m_precursor * rough_D / kT
    position = np.zeros((3, count))
    position[0] = radius * np.sqrt(rng.random(count))
    thermal = np.sqrt(kT / m_precursor)
    v = thermal * rng.standard_normal((3, count))
    left = np.full(count, duration)
    while np.any(left > 0):
        candidate = rng.exponential(1 / candidate_rate, count)
        a = v[0]**2 + v[1]**2
        b = position[0] * v[0] + position[1] * v[1]
        c = np.minimum(position[0]**2 + position[1]**2 - radius**2, 0)
        wall_time = (-b + np.sqrt(b*b - a*c)) / a
        flight = np.minimum(np.minimum(candidate, wall_time), left)
        hit = (wall_time <= candidate) & (wall_time < left)
        meet = (candidate < wall_time) & (candidate < left)
        position += v * flight
        left -= flight
        partner = np.sqrt(kT / m_carrier) * rng.standard_normal((3, count))
        relative = np.sqrt(np.sum((v - partner)**2, axis=0))
        accept = meet & (rng.random(count) * max_relative < relative)
        direction = rng.standard_normal((3, count))
        direction /= np.sqrt(np.sum(direction**2, axis=0))
        scattered = (m_precursor * v + m_carrier * partner
                     + m_carrier * relative * direction) / total_mass
        v = np.where(accept, scattered, v)
        index = np.flatnonzero(hit)
        if index.size:
            xy = position[:2, index]
            xy /= np.sqrt(np.sum(xy**2, axis=0))
            position[:2, index] = xy * radius * (1 - 1e-12)
            inward = thermal * np.sqrt(-2 * np.log1p(-rng.random(index.size)))
            tangent = thermal * rng.standard_normal(index.size)
            v[0, index] = -inward * xy[0] - tangent * xy[1]
            v[1, index] = -inward * xy[1] + tangent * xy[0]
            v[2, index] = thermal * rng.standard_normal(index.size)
    half_msd = np.mean(position[2]**2) / 2
    inertia = m_precursor / kT
    # Remove the initial ballistic lag: half_msd = D(duration - inertia*D).
    return (duration - np.sqrt(duration**2 - 4*inertia*half_msd)) / (2*inertia)


def shear_dispersion(p, slip_knudsen=0.0):
    """Solve the radial concentration problem and average its axial flux."""
    cells = 1000
    h = radius / cells
    r = (np.arange(cells) + 0.5) * h
    faces = np.arange(1, cells) * h
    weight = 2 * r * h / radius**2
    shape = 2 * (1 - (r / radius)**2) + 8 * slip_knudsen
    shape /= np.sum(weight * shape)
    departure = velocity(p) * (shape - 1)
    slope = np.cumsum(departure * r * h)[:-1] / (diffusivity(p) * faces)
    response = np.r_[0, np.cumsum(slope * h)]
    return diffusivity(p) - np.sum(weight * departure * response)


def dispersion_formula(p, slip_knudsen=0.0):
    radial_pe = velocity(p) * radius / diffusivity(p)
    return diffusivity(p) * (1 + radial_pe**2 / 48
                             / (1 + 8 * slip_knudsen)**2)


def arrival_moments(u, K):
    """First-arrival mean and variance from the discretized backward equation."""
    nodes = 600
    h = 1.5 * length / nodes
    bands = np.zeros((3, nodes))
    bands[0, 1:] = K / h**2 + u / (2*h)
    bands[0, 1] = 2 * K / h**2
    bands[1] = -2 * K / h**2
    bands[2, :-1] = K / h**2 - u / (2*h)
    first = solve_banded((1, 1), bands, -np.ones(nodes))
    second = solve_banded((1, 1), bands, -2 * first)
    start = nodes // 3
    return first[start], second[start] - first[start]**2


pe_formula = (8/3) * molar_flow * const.N_A * length * contact**2 / area
pe_formula *= np.sqrt(2 * np.pi * mu / kT)

# Sampling error is about one percent per run with this many tracers.
rng = np.random.default_rng(7421)
simulation_pressures = np.array([10.0, 1.0, 0.003]) * torr
D_sim = np.array([simulate_diffusivity(p, 20000, rng)
                  for p in simulation_pressures])
pe_sim = velocity(simulation_pressures[:2]) * length / D_sim[:2]
assert np.all(np.abs(pe_sim / pe_formula - 1) < 0.05)
fixed_velocity_ratio = D_sim[1] / D_sim[0]
assert abs(fixed_velocity_ratio / 10 - 1) < 0.06
D_bridge = 1 / (1 / diffusivity(simulation_pressures[2]) + 1 / D_wall)
# The added-resistance rule is an interpolation, not an exact solution.
assert abs(D_sim[2] / D_bridge - 1) < 0.15
pD_ratio = (simulation_pressures[2] * D_sim[2]
            / (simulation_pressures[1] * D_sim[1]))
assert pD_ratio < 0.7

pressures = np.array([0.3, 1.0, 3.0, 10.0]) * torr
results = []
for p in pressures:
    u, D = velocity(p), diffusivity(p)
    K = shear_dispersion(p)
    assert abs(K / dispersion_formula(p) - 1) < 1e-4
    mean, variance = arrival_moments(u, K)
    assert abs(mean / (length/u) - 1) < 1e-6
    assert abs(variance / (2*K*length/u**3) - 1) < 1e-5
    results.append((u, D, mean, u*length/D, u*length/K,
                    np.sqrt(variance)/mean))

low_p = pressures[0]
kn_low = carrier_knudsen(low_p)
K_slip = shear_dispersion(low_p, kn_low)
assert abs(K_slip / dispersion_formula(low_p, kn_low) - 1) < 1e-4

# Integrate upstream from the outlet with local laminar friction.
outlet_p = 0.1 * torr


def upstream_equations(distance, state):
    p = state[0]
    u = velocity(p)
    return [8 * viscosity * u / radius**2, u / diffusivity(p)]


drop = solve_ivp(upstream_equations, (0, length), [outlet_p, 0],
                 rtol=1e-9, atol=1e-10)
inlet_p, integrated_pe = drop.y[:, -1]
inlet_formula = np.sqrt(outlet_p**2 + 16 * viscosity * length
                        * velocity(outlet_p) * outlet_p / radius**2)
assert drop.success and abs(inlet_p / inlet_formula - 1) < 1e-6
assert inlet_p / outlet_p > 1.2
assert abs(integrated_pe / pe_formula - 1) < 1e-6

relative_drop = 8*viscosity*length*velocity(low_p)/(radius**2*low_p)
pressure_diffusion = (m_precursor/m_carrier - 1)*relative_drop/pe_formula
sound_speed = np.sqrt(heat_capacity_ratio*kT/m_carrier)
reynolds = 2*radius*molar_flow*carrier_molar_mass/(area*viscosity)
radial_time = radius**2/(jn_zeros(1, 1)[0]**2*diffusivity(low_p))
nonideal = pressures[-1]/kT*2*np.pi*contact**3/3

print(f"Temperature: {temperature:.0f} K")
print(f"Carrier flow: {flow_sccm:.0f} sccm (0 C, 1 atm)")
print(f"Molar carrier flow: {molar_flow:.4e} mol/s")
print(f"Tube diameter: {200*radius:.1f} cm")
print(f"Tube length: {100*length:.1f} cm")
print(f"Tube area: {1e4*area:.3f} cm2")
print(f"Carrier molar mass: {1000*carrier_molar_mass:.0f} g/mol")
print(f"Precursor molar mass: {1000*precursor_molar_mass:.0f} g/mol")
print(f"Carrier diameter: {1e9*carrier_diameter:.2f} nm")
print(f"Precursor diameter: {1e9*precursor_diameter:.2f} nm")
print(f"Contact distance s: {1e9*contact:.2f} nm")
print(f"Reduced mass: {mu:.4e} kg")
print(f"Pe from pressure-free formula: {pe_formula:.3f}")
print("Columns: p/Torr, u/(m/s), D/(cm2/s), transit/ms,")
print("         Pe, dispersion Pe, relative arrival spread")
for p, row in zip(pressures, results):
    u, D, mean, pe, pe_disp, spread = row
    print(f"{p/torr:4.1f} {u:8.4f} {1e4*D:9.3f} {1000*mean:9.3f} "
          f"{pe:8.3f} {pe_disp:8.3f} {spread:7.4f}")
print(f"Radial Peclet uR/D: {velocity(torr)*radius/diffusivity(torr):.3f}")
print(f"Shear dispersion K/D: {dispersion_formula(torr)/diffusivity(torr):.4f}")
print(f"Simulated Pe at 10 Torr: {pe_sim[0]:.2f}")
print(f"Simulated Pe at 1 Torr: {pe_sim[1]:.2f}")
print(f"Fixed-u Pe ratio, 10 to 1 Torr: {fixed_velocity_ratio:.2f}")
print(f"Simulated pD ratio, 0.003 to 1 Torr: {pD_ratio:.3f}")
print(f"Simulated D at 0.003 Torr: {1e4*D_sim[2]:.0f} cm2/s")
print(f"Added-resistance D at 0.003 Torr: {1e4*D_bridge:.0f} cm2/s")
print(f"Wall-limited D_K: {1e4*D_wall:.0f} cm2/s")
print(f"Wall correction to Pe at 0.3 Torr: {100*diffusivity(low_p)/D_wall:.3f} %")
print(f"Carrier Knudsen number at 0.3 Torr: {kn_low:.5f}")
print(f"Slip change of K at 0.3 Torr: {100*(K_slip/dispersion_formula(low_p)-1):.2f} %")
print(f"Carrier viscosity: {viscosity:.3e} Pa s")
print(f"Reynolds number: {reynolds:.2f}")
print(f"Pressure drop/p at 0.3 Torr: {100*relative_drop:.2f} %")
print(f"Pressure-drop test outlet: {outlet_p/torr:.3f} Torr")
print(f"Pressure-drop test inlet: {inlet_p/torr:.4f} Torr")
print(f"Integrated Pe with that drop: {integrated_pe:.3f}")
print(f"Pressure diffusion/flow at 0.3 Torr: {100*pressure_diffusion:.3f} %")
print(f"Mach number at 0.3 Torr: {velocity(low_p)/sound_speed:.4f}")
print(f"Mach estimate at 0.003 Torr: {velocity(0.003*torr)/sound_speed:.2f}")
print(f"Radial mixing/transit time: {radial_time*velocity(low_p)/length:.4f}")
print(f"Assumed precursor mole fraction: {precursor_fraction:.3f}")
print(f"Added-flow effect on Pe: {100*precursor_fraction/(1-precursor_fraction):.2f} %")
print(f"Excluded-volume estimate at 10 Torr: {100*nonideal:.5f} %")
print("done: every assertion held")
```

Output:

```
Temperature: 473 K
Carrier flow: 200 sccm (0 C, 1 atm)
Molar carrier flow: 1.4872e-04 mol/s
Tube diameter: 4.0 cm
Tube length: 30.0 cm
Tube area: 12.566 cm2
Carrier molar mass: 28 g/mol
Precursor molar mass: 100 g/mol
Carrier diameter: 0.37 nm
Precursor diameter: 0.63 nm
Contact distance s: 0.50 nm
Reduced mass: 3.6324e-26 kg
Pe from pressure-free formula: 84.265
Columns: p/Torr, u/(m/s), D/(cm2/s), transit/ms,
         Pe, dispersion Pe, relative arrival spread
 0.3  11.6365   414.281    25.781   84.265   50.840  0.1983
 1.0   3.4909   124.284    85.937   84.265   50.840  0.1983
 3.0   1.1636    41.428   257.810   84.265   50.840  0.1983
10.0   0.3491    12.428   859.367   84.265   50.840  0.1983
Radial Peclet uR/D: 5.618
Shear dispersion K/D: 1.6575
Simulated Pe at 10 Torr: 82.54
Simulated Pe at 1 Torr: 84.43
Fixed-u Pe ratio, 10 to 1 Torr: 9.78
Simulated pD ratio, 0.003 to 1 Torr: 0.495
Simulated D at 0.003 Torr: 20487 cm2/s
Added-resistance D at 0.003 Torr: 20904 cm2/s
Wall-limited D_K: 42195 cm2/s
Wall correction to Pe at 0.3 Torr: 0.982 %
Carrier Knudsen number at 0.3 Torr: 0.00671
Slip change of K at 0.3 Torr: -3.94 %
Carrier viscosity: 2.244e-05 Pa s
Reynolds number: 5.91
Pressure drop/p at 0.3 Torr: 3.92 %
Pressure-drop test outlet: 0.100 Torr
Pressure-drop test inlet: 0.1306 Torr
Integrated Pe with that drop: 84.265
Pressure diffusion/flow at 0.3 Torr: 0.120 %
Mach number at 0.3 Torr: 0.0262
Mach estimate at 0.003 Torr: 2.62
Radial mixing/transit time: 0.0255
Assumed precursor mole fraction: 0.010
Added-flow effect on Pe: 1.01 %
Excluded-volume estimate at 10 Torr: 0.00534 %
done: every assertion held
```
